# Surface ligand exchange at equilibrium and the reactant-to-byproduct pressure ratio

## Part I. From counting states to the exchange law

### What the reaction energy does not settle

Suppose that a surface covered with ligands X is exposed to a gas AY, which replaces X by Y and carries X away as AX. Suppose also that each exchange lowers the energy by 10 kJ/mol. If the sign of this energy is taken to mean that the exchange runs to completion, the predicted surface carries Y alone. For the model worked out below, at 500 K and with twice as much AX as AY above the surface, that prediction is wrong: 23 % of the sites still carry X, however long the exposure lasts. Raising both pressures tenfold does not help, because the final composition stays the same.

In atomic layer deposition the sites left behind carry ligands that were meant to be replaced. In atomic layer etching they carry groups that were not converted for the next step. Such groups can also remain because the reaction is slow or the surface is crowded. If a one-for-one exchange on equivalent, independent sites has reached equilibrium, their fraction follows from the equilibrium constant and the ratio of two pressures. This equilibrium limit matters when the exchange is close to thermoneutral and the byproduct lingers at the surface. For an exchange that releases 100 kJ/mol the constant at 500 K is of order $10^{10}$; the equilibrium remainder is then negligible, and any groups that are left have another cause.

### The exchange and its assumptions

The reaction is

$$\text{site–X}+\text{AY(g)}\rightleftharpoons\text{site–Y}+\text{AX(g)}.$$

One ligand is exchanged in each event, one gas molecule is consumed and one is released. Let $\theta_X$ and $\theta_Y$ be the fractions of sites that carry X and Y, with $\theta_X+\theta_Y=1$. Sites that cannot exchange are not counted. The statement to be derived is

$$\frac{\theta_Y}{\theta_X}=K(T)\,\frac{p_{AY}}{p_{AX}},$$

where $p_{AY}$ and $p_{AX}$ are the partial pressures at the surface once equilibrium has been reached, and $K$ depends on temperature but not on pressure or coverage.

The assumptions are these. The gases are ideal. All counted sites are equivalent, and the energy of a ligand does not depend on what its neighbours carry. The vibrations of the solid beneath the ligands are unchanged by the exchange. Each species is in a non-degenerate electronic ground state.

Energies are measured from vibrational ground states. The molar reaction energy $\Delta E_0$ is therefore the energy of site–Y and AX minus that of site–X and AY, with every partner in its lowest level, and zero-point energy is included in it. A negative $\Delta E_0$ means that exchange releases energy. The energy per event is $\Delta E_0/N_A$. Since $R=N_Ak$, its Boltzmann factor is $e^{-\Delta E_0/RT}$.

### The weight of a surface with n exchanged sites

Take a closed box of volume $V$ at temperature $T$ with $M$ sites. When no site is exchanged, the box holds $N_{AY}$ molecules of AY and $N_{AX}$ of AX. After $n$ exchanges there are $N_{AY}-n$ and $N_{AX}+n$ molecules. The probability of finding $n$ exchanged sites is proportional to the sum of Boltzmann factors over all states with that $n$. This sum, $W(n)$, is a product of four parts.

First, the $n$ exchanged sites can be chosen in $\binom{M}{n}$ ways, because sites are told apart by their positions. Second, each bound ligand contributes its vibrational partition function, $z_X$ or $z_Y$. Third, each gas molecule contributes its partition function, $q_{AY}$ or $q_{AX}$. Molecules of one kind are indistinguishable, so a gas of $N$ molecules contributes $q^N/N!$; this form holds for a dilute gas, in which two molecules rarely compete for one state. Fourth, $n$ exchanges shift the ground-state energy by $n\Delta E_0/N_A$. Together,

$$W(n)=\binom{M}{n}z_X^{M-n}z_Y^{\,n}\,
\frac{q_{AY}^{\,N_{AY}-n}}{(N_{AY}-n)!}\,
\frac{q_{AX}^{\,N_{AX}+n}}{(N_{AX}+n)!}\,e^{-n\Delta E_0/RT}.$$

### One more exchange

The effect of one more exchange is the ratio $W(n+1)/W(n)$. The binomial coefficients give

$$\frac{\binom{M}{n+1}}{\binom{M}{n}}
=\frac{n!\,(M-n)!}{(n+1)!\,(M-n-1)!}=\frac{M-n}{n+1}.$$

The numerator counts the sites that can still be exchanged, and the denominator counts those that could be changed back. The powers of the partition functions give $z_Y/z_X$ and $q_{AX}/q_{AY}$, since one X and one AY disappear while one Y and one AX appear. The factorials of the gases give

$$\frac{(N_{AY}-n)!}{(N_{AY}-n-1)!}=N_{AY}-n,\qquad
\frac{(N_{AX}+n)!}{(N_{AX}+n+1)!}=\frac{1}{N_{AX}+n+1}.$$

Collecting the factors that contain no numbers of particles into

$$K=\frac{z_Y}{z_X}\,\frac{q_{AX}}{q_{AY}}\,e^{-\Delta E_0/RT},$$

one obtains

$$\frac{W(n+1)}{W(n)}=K\,\frac{(M-n)(N_{AY}-n)}{(n+1)(N_{AX}+n+1)}.$$

Each $q$ is proportional to $V$, so the volume cancels in $K$. The constant is a pure number and needs no standard pressure.

### Fixed pressures

Let both gas populations be much larger than $M$. The exchange then hardly changes them, and

$$\frac{N_{AY}-n}{N_{AX}+n+1}\simeq\frac{N_{AY}}{N_{AX}}=\frac{p_{AY}}{p_{AX}}\equiv r.$$

The middle equality follows from $p=NkT/V$ for each gas, with the same $T$ and $V$. Write $x=Kr$. The ratio of neighbouring weights is now $x(M-n)/(n+1)$, and multiplying these ratios from zero up to $n-1$ gives

$$W(n)=W(0)\,x^n\prod_{j=0}^{n-1}\frac{M-j}{j+1}=W(0)\binom{M}{n}x^n.$$

By the binomial theorem the sum over all $n$ is $W(0)(1+x)^M$. Applying $x\,d/dx$ to $x^n$ brings down a factor $n$, so the mean number of exchanged sites is

$$\langle n\rangle=x\frac{d}{dx}\ln(1+x)^M=\frac{Mx}{1+x}.$$

The coverages are therefore

$$\theta_Y=\frac{\langle n\rangle}{M}=\frac{Kr}{1+Kr},\qquad
\theta_X=1-\theta_Y=\frac{1}{1+Kr}.$$

Dividing the first by the second removes the common denominator:

$$\boxed{\frac{\theta_Y}{\theta_X}=Kr=K\,\frac{p_{AY}}{p_{AX}}}$$

The number of sites has dropped out, so for mean coverages the law does not require a large surface. The large gas reservoir served to keep the pressures fixed during the exchange. Part II treats a closed dose, in which they change.

### What the law says about a process

The composition depends on the ratio of the pressures. Diluting both gases by the same factor leaves it unchanged. Raising $p_{AY}$ tenfold and lowering $p_{AX}$ tenfold have the same effect on the equilibrium.

When $Kr$ is small, $\theta_Y\simeq Kr$, and few sites are exchanged. When $Kr$ is large, the fraction left behind is

$$\theta_X=\frac{1}{1+Kr}\simeq\frac{1}{Kr},$$

so each tenfold reduction of the remaining X needs a tenfold larger pressure ratio. To reach a chosen coverage $\theta_Y=f$, solve the law for $r$:

$$r=\frac{1}{K}\,\frac{f}{1-f}.$$

The first power of each pressure comes from the reaction equation. If, in a different reaction, one event consumed one AY but released two molecules of a gas B, the factorials of B would contribute $1/N_B^2$ for a large reservoir. The surface ratio would then vary as $p_{AY}/p_B^2$, and the constant in front would have the dimension of pressure.

### The partition functions

To evaluate $K$, let A, X and Y be three different atoms, so that both gas molecules are heteronuclear diatomics.

**Translation.** In one direction of a cubic box of edge $L$, a molecule of mass $m$ has energies $h^2j^2/(8mL^2)$ with $j=1,2,\dots$. If these levels lie close together compared with $kT$, the sum over $j$ may be replaced by an integral:

$$\int_0^\infty e^{-h^2j^2/(8mL^2kT)}\,dj
=\frac12\sqrt{\frac{8\pi mL^2kT}{h^2}}
=L\,\frac{\sqrt{2\pi mkT}}{h}.$$

Three directions give the cube of this, $V(2\pi mkT/h^2)^{3/2}$.

**Rotation.** A rigid rotor with moment of inertia $I$ has energies $\hbar^2J(J+1)/(2I)$, each with $2J+1$ states. For $kT\gg\hbar^2/(2I)$ the sum again becomes an integral. With $u=J(J+1)$ and $du=(2J+1)\,dJ$,

$$\int_0^\infty e^{-\hbar^2u/(2IkT)}\,du=\frac{2IkT}{\hbar^2}.$$

The two ends of each molecule differ, so all values of $J$ are allowed and no symmetry factor appears.

**Vibration.** A harmonic mode of frequency $\nu$ has levels $jh\nu$ above its ground state. The geometric series gives

$$\sum_{j=0}^\infty e^{-jh\nu/kT}=\frac{1}{1-e^{-h\nu/kT}}.$$

The gas molecule has one such mode. A ligand atom bound to a fixed site has three coordinates and hence three modes. Therefore

$$\frac qV=\left(\frac{2\pi mkT}{h^2}\right)^{3/2}\frac{2IkT}{\hbar^2}\,\frac{1}{1-e^{-h\nu/kT}},\qquad
z=\prod_{i=1}^{3}\frac{1}{1-e^{-h\nu_i/kT}}.$$

In the ratio $q_{AX}/q_{AY}$ the common constants and powers of $T$ cancel, which leaves

$$K=\left(\frac{m_{AX}}{m_{AY}}\right)^{3/2}\frac{I_{AX}}{I_{AY}}\;
\frac{1-e^{-h\nu_{AY}/kT}}{1-e^{-h\nu_{AX}/kT}}\;
\frac{z_Y}{z_X}\;e^{-\Delta E_0/RT}.$$

### A worked value of K

The following round parameters define a model and do not describe a particular material. The atoms A, X and Y have masses 30, 20 and 40 u. The bond lengths are 0.20 nm in AY and 0.18 nm in AX, and the gas frequencies are 12 THz for AY and 18 THz for AX. Bound X has modes at 15, 9 and 9 THz, and bound Y at 10, 6 and 6 THz. The reaction energy is $\Delta E_0=-10$ kJ/mol and the temperature is 500 K.

The molecular masses are 70 u for AY and 50 u for AX, so the translational factor is $(50/70)^{3/2}=0.6037$. The moment of inertia of a diatomic is its reduced mass times the squared bond length:

$$I_{AY}=\frac{30\times40}{70}\,\text{u}\,(0.20\ \text{nm})^2=1.1387\times10^{-45}\ \text{kg m}^2,$$

$$I_{AX}=\frac{30\times20}{50}\,\text{u}\,(0.18\ \text{nm})^2=6.4562\times10^{-46}\ \text{kg m}^2.$$

Their ratio gives the rotational factor 0.5670. The gas vibration factor is 0.8317; it lies below one because AX, with its higher frequency, has fewer levels within thermal reach. On the surface $z_X=3.9165$ and $z_Y=8.4550$, so the lower frequencies of bound Y, which come mostly from its larger mass, contribute $8.4550/3.9165=2.1588$. The energy factor is 11.0834. The product is

$$K=0.6037\times0.5670\times0.8317\times2.1588\times11.0834=6.81.$$

The first four factors multiply to 0.615. In this model the heavier, more slowly rotating reactant has more accessible gas states than the byproduct, and the low-frequency surface modes of Y make up for part of that difference.

The integrals for translation and rotation are approximations. Summing the levels directly, with a box edge of 100 nm, gives 6.8128 in place of 6.8117, a relative change of about $2\times10^{-4}$.

### The resulting surface

Let $p_{AY}=10$ Pa and $p_{AX}=20$ Pa, so that $r=0.5$. Then

$$\frac{\theta_Y}{\theta_X}=6.81\times0.5=3.41,\qquad
\theta_Y=\frac{3.41}{4.41}=0.773.$$

The remaining 23 % of the sites carry X. For 99 % exchange the pressure ratio must be $99/6.81=14.5$. With 20 Pa of AX present this means about 290 Pa of AY. Alternatively, with AY kept at 10 Pa, the pressure of AX must be held near 0.7 Pa.

## Part II. Energetics, time, finite doses and interacting ligands

### Symbols and results carried over

A site carries X or Y, with fractions $\theta_X$ and $\theta_Y$. The gas AY delivers Y, and AX carries X away. The pressure ratio is $r=p_{AY}/p_{AX}$. The partition functions are $z_X,z_Y$ for bound ligands and $q_{AY},q_{AX}$ for gas molecules, and $\Delta E_0$ is the molar ground-state energy of exchange. For independent sites,

$$\frac{\theta_Y}{\theta_X}=Kr,\qquad
K=\frac{z_Y}{z_X}\frac{q_{AX}}{q_{AY}}e^{-\Delta E_0/RT}.$$

In a closed box with $M$ sites, and with $N_{AY}$ and $N_{AX}$ gas molecules before any exchange, the weights of $n$ and $n+1$ exchanged sites obey

$$\frac{W(n+1)}{W(n)}=K\frac{(M-n)(N_{AY}-n)}{(n+1)(N_{AX}+n+1)}.$$

The model has $\Delta E_0=-10$ kJ/mol and, at 500 K, $K=6.81$. With $p_{AY}=10$ Pa and $p_{AX}=20$ Pa it gives $Kr=3.41$ and $\theta_Y=0.773$.

### The free energy of exchange

The free energy of the box with $n$ exchanged sites is $F(n)=-kT\ln W(n)$. One more exchange changes it by $-kT\ln[W(n+1)/W(n)]$. For large numbers the ones added to $n$ and to $N_{AX}+n$ may be dropped. Then $(M-n)/n=\theta_X/\theta_Y$, and the ratio of the gas numbers is the ratio of the current pressures. Per mole of exchanges,

$$\Delta G=-RT\ln K+RT\ln\frac{\theta_Y\,p_{AX}}{\theta_X\,p_{AY}}.$$

The symbol $G$ is justified because the number of gas molecules stays the same. At fixed $T$ and $V$ the total pressure is then unchanged, and the Helmholtz and Gibbs energies change by the same amount.

The second term vanishes when $\theta_X=\theta_Y$ and $p_{AX}=p_{AY}$. The first term is therefore the standard free energy,

$$\Delta G^\circ=-RT\ln K.$$

Setting $\Delta G=0$ returns the exchange law. If $\theta_Y/\theta_X$ is below $Kr$, then $\Delta G<0$ and further exchange is favoured. If it is above $Kr$, the reverse reaction is favoured. For the model at 500 K, $\Delta G^\circ=-7.98$ kJ/mol.

### How temperature moves the equilibrium

At fixed pressures $d\Delta G^\circ/dT=-\Delta S^\circ$. Since $dT/d(1/T)=-T^2$, the product rule gives

$$\frac{d(\Delta G^\circ/T)}{d(1/T)}
=\Delta G^\circ+\frac1T(-\Delta S^\circ)(-T^2)
=\Delta G^\circ+T\Delta S^\circ=\Delta H^\circ.$$

With $\Delta G^\circ/T=-R\ln K$ this becomes

$$\frac{d\ln K}{d(1/T)}=-\frac{\Delta H^\circ}{R}.$$

The mass and inertia factors in $K$ do not depend on temperature, so they drop out of the derivative. A vibrational mode contributes $-\ln(1-e^{-h\nu/kT})$ to the logarithm of its partition function, and

$$-R\frac{d}{d(1/T)}\left[-\ln(1-e^{-h\nu/kT})\right]
=\frac{Rh\nu}{k}\,\frac{e^{-h\nu/kT}}{1-e^{-h\nu/kT}}
=\frac{N_Ah\nu}{e^{h\nu/kT}-1}\equiv u(\nu).$$

This is the mean thermal energy of the mode above its ground state, per mole. Modes of Y and AX enter $K$ in the numerator and modes of X and AY in the denominator, so

$$\Delta H^\circ=\Delta E_0+\sum_{i\in Y}u(\nu_i)-\sum_{i\in X}u(\nu_i)+u(\nu_{AX})-u(\nu_{AY}).$$

At 500 K the result is $\Delta H^\circ=-9.13$ kJ/mol. Thermal vibrations have raised it by 0.87 kJ/mol above $\Delta E_0$. The entropy follows from

$$\Delta S^\circ=\frac{\Delta H^\circ-\Delta G^\circ}{T}
=\frac{-9128+7976}{500}\ \frac{\text{J}}{\text{mol K}}
=-2.3\ \frac{\text{J}}{\text{mol K}}.$$

No gas molecule is gained or lost, so most of the large entropy of a gas molecule cancels. In this model the remainder is reduced further: AX has fewer accessible states than AY, which lowers the entropy, but the lower surface frequencies of Y make up for most of that loss.

Since $\Delta H^\circ$ is negative, heating lowers $K$. At 600 K the formula gives $K=4.73$. At the same pressure ratio of 0.5, $Kr=2.36$ and $\theta_Y=2.36/3.36=0.70$, compared with 0.77 at 500 K. For 99 % exchange the pressure ratio must rise from 14.5 to $99/4.73=20.9$.

The exponential also shows how accurately the energy must be known. At 500 K, 10 kJ/mol corresponds to a factor of 11 in $K$. An error of that size in a computed $\Delta E_0$ causes an error of the same factor in the required pressure ratio.

### The same ratio from forward and reverse rates

The law gives the final state but not the time needed to reach it. For that, assume that exchange passes through a transition state on the site, in which both ligands are attached to A. Let $z_\ddagger$ be its partition function without the motion along the reaction path, and let $E_f$ be its molar energy above site–X and AY.

Forming this complex from site–X uses one AY. By the counting of Part I, the number of complexes per X site is $(z_\ddagger/z_X)(N_{AY}/q_{AY})e^{-E_f/RT}$, multiplied by the partition function for motion along the path. For a short segment of length $\delta$ and an effective mass $m^*$, that function is $\delta\sqrt{2\pi m^*kT}/h$. The complexes leave the segment in the forward direction at the rate

$$\frac1\delta\int_0^\infty v\sqrt{\frac{m^*}{2\pi kT}}\,e^{-m^*v^2/2kT}\,dv
=\frac1\delta\sqrt{\frac{kT}{2\pi m^*}}.$$

The product of the last two expressions is $kT/h$, in which $\delta$ and $m^*$ have cancelled. If no complex turns back, the forward rate per X site is

$$a=\frac{kT}{h}\,\frac{z_\ddagger}{z_X}\,\frac{N_{AY}}{q_{AY}}\,e^{-E_f/RT}.$$

The reverse reaction uses the same transition state. Seen from site–Y and AX, its energy is $E_f-\Delta E_0$, so the reverse rate per Y site is

$$b=\frac{kT}{h}\,\frac{z_\ddagger}{z_Y}\,\frac{N_{AX}}{q_{AX}}\,e^{-(E_f-\Delta E_0)/RT}.$$

In the quotient, $kT/h$, $z_\ddagger$ and $E_f$ cancel:

$$\frac ab=\frac{z_Y}{z_X}\,\frac{q_{AX}}{q_{AY}}\,\frac{N_{AY}}{N_{AX}}\,e^{-\Delta E_0/RT}=Kr.$$

The barrier affects the speed and not the equilibrium composition.

### Approach to equilibrium

With fixed pressures and independent sites,

$$\frac{d\theta_Y}{dt}=a(1-\theta_Y)-b\,\theta_Y=a-(a+b)\theta_Y.$$

The right side vanishes at $\theta_{eq}=a/(a+b)=Kr/(1+Kr)$. The deviation $\theta_Y-\theta_{eq}$ therefore decays at the rate $a+b$. Starting from a surface that carries X alone,

$$\theta_Y(t)=\theta_{eq}\left(1-e^{-t/\tau}\right),\qquad \tau=\frac1{a+b}.$$

For the model choose $E_f=10$ kJ/mol and $z_\ddagger=1000$. The three atoms A, X and Y have eight modes besides the motion along the path, and this value corresponds to eight modes of about 5.7 THz. The rates are then $a=0.137\ \text{s}^{-1}$ and $b=0.040\ \text{s}^{-1}$, and $\tau=5.7$ s. After one relaxation time $\theta_Y=0.773\,(1-e^{-1})=0.489$. The surface ratio is then 0.96, compared with 3.41 at equilibrium. An equilibrium constant deduced from a dose this short would be too small by a factor of 3.6.

Raising both pressures by the same factor raises $a$ and $b$ together. It shortens $\tau$ and leaves $\theta_{eq}$ unchanged.

If AX is removed as fast as it forms while AY stays at 10 Pa, then $b=0$ and $\theta_Y=1-e^{-at}$. Exchange now runs to completion, and 99 % is reached after $\ln(100)/a=34$ s. If both gases are pumped away, $a=b=0$, and within this model the composition stays where it was.

The law also fails for a steady state that is not an equilibrium. Suppose that a second, irreversible process turns Y back into X at rate $c$. The steady ratio is then $a/(b+c)$, which is smaller than $Kr$.

### A closed dose makes its own byproduct

In a closed chamber the pressures change as the exchange proceeds. Multiply the ratio of neighbouring weights by its denominator and by $W(n)$:

$$(n+1)(N_{AX}+n+1)\,W(n+1)=K(M-n)(N_{AY}-n)\,W(n).$$

Now sum over all possible $n$. On the left, rename $n+1$ as $n$; the missing term with $n=0$ is zero. On the right, the term with the largest possible $n$ is zero, because either the sites or the AY molecules are used up. Dividing by $\sum_n W(n)$ gives

$$\langle n(N_{AX}+n)\rangle=K\,\langle(M-n)(N_{AY}-n)\rangle.$$

For large numbers the fluctuations of $n$ are small compared with its mean, and the averages of products become products of averages. Writing $n$ for the mean,

$$\frac{n}{M-n}=K\,\frac{N_{AY}-n}{N_{AX}+n}.$$

This is the exchange law with the final pressures. Inserting the initial ones would be wrong: for a dose without AX it would predict complete exchange.

Take $M=2000$ sites, $N_{AY}=3000$ and $N_{AX}=0$. Then $n^2=K(2000-n)(3000-n)$, or after expansion

$$(K-1)n^2-5000\,K\,n+6\times10^6\,K=0.$$

Between 0 and 2000 the left side of the unexpanded equation rises from zero while the right side falls to zero, so there is one solution in that range. It is $n=1684$. The gas then holds 1316 AY and 1684 AX, with a pressure ratio of 0.782. The surface ratio is $1684/316=5.3$, which equals $6.81\times0.782$. Although AY was in excess, 16 % of the sites keep X.

The dose needed for 99 % exchange follows by setting $n=0.99M$:

$$0.9801\,M^2=K\,(0.01M)(N_{AY}-0.99M)
\;\Rightarrow\;
\frac{N_{AY}}{M}=0.99+\frac{98.01}{K}=15.4.$$

In this model a closed chamber needs about fifteen molecules per site for a reaction that consumes one, because at the end the gas must still hold 14.5 molecules of AY for each released AX.

### When neighbouring ligands interact

Large ligands may repel each other, and the energy of an exchange then depends on the surroundings. Let $U$ be the molar interaction energy of an arrangement of ligands. At fixed pressures an arrangement with $n$ exchanged sites has the weight $(Kr)^n e^{-U/RT}$, where $K$ refers to an exchange without interactions.

Single out one site and let $s$ denote the arrangement on all others, with $n_s$ exchanged sites. Let $U_X(s)$ and $U_Y(s)$ be the interaction energies when the chosen site carries X or Y, and let $\Delta U=U_Y-U_X$. If all sites are equivalent,

$$\frac{\theta_Y}{\theta_X}
=\frac{\sum_s (Kr)^{n_s+1}e^{-U_Y(s)/RT}}{\sum_s (Kr)^{n_s}e^{-U_X(s)/RT}}
=Kr\,\frac{\sum_s (Kr)^{n_s}e^{-U_X(s)/RT}\,e^{-\Delta U(s)/RT}}{\sum_s (Kr)^{n_s}e^{-U_X(s)/RT}}.$$

The last fraction is an average over arrangements in which the chosen site carries X:

$$\frac{\theta_Y}{\theta_X}=Kr\,\left\langle e^{-\Delta U/RT}\right\rangle_X.$$

For repulsion between Y ligands the average lies below one, and it changes with $r$ because the neighbours change. Strict proportionality to the pressure ratio is lost.

As an example, take a ring of ten sites with a repulsion of 3 kJ/mol between neighbouring Y ligands, and sum over all $2^{10}$ arrangements. At $r=0.5$ the average is 0.418, and the surface ratio is $3.41\times0.418=1.42$. At $r=1$ the average is 0.346, and the ratio is $6.81\times0.346=2.36$. Doubling the pressure ratio has raised the surface ratio by a factor of 1.66 instead of 2.

Two limits restore proportionality. For small $r$ an X site has X neighbours, the average tends to one, and the constant is $K$. For large $r$ both neighbours carry Y, and $\Delta U$ is 6 kJ/mol. The average tends to $e^{-\Delta U/RT}=0.24$ at 500 K, and the effective constant is $0.24\times6.81=1.6$. An equilibrium constant measured while few sites carry Y would therefore overestimate the final stage of exchange on this surface.

### Sites of different kinds

A surface may also have several kinds of independent sites. If a fraction $f_j$ of them has the constant $K_j$, the law holds for each kind separately, and the fraction left unexchanged is

$$\theta_X=\sum_j\frac{f_j}{1+K_jr}.$$

When $K_jr\gg1$ for every kind of site, this becomes $\frac1r\sum_j f_j/K_j$. Each kind of site then contributes to what remains in proportion to $f_j/K_j$, so sites with a sufficiently small $K_j$ can dominate it even if they are few. A pressure ratio chosen from the average site can leave them largely unexchanged; in that case $K_jr$ is not large for them, and the full sum must be used.
